# Na3Bi-type Dirac points: location, rotational protection and symmetry-breaking gap

## Question

I am working with the four-band model of a Na$_3$Bi-type semimetal. The basis is $|S,+\tfrac12\rangle,\ |P,+\tfrac32\rangle,\ |S,-\tfrac12\rangle,\ |P,-\tfrac32\rangle$, labelled by the angular momentum $j_z$ about the crystal axis, and

$$
H=\varepsilon_0+\begin{pmatrix} M & Ak_+ & 0 & B^*\\ Ak_- & -M & B^* & 0\\ 0 & B & M & -Ak_-\\ B & 0 & -Ak_+ & -M\end{pmatrix},\qquad M=M_0-M_1k_z^2-M_2k^2 ,
$$

with $k_\pm=k_x\pm ik_y$. I am asked to locate the Dirac points, show that rotation eigenvalues protect them, and find the gap when the axis is broken.

I can set $M=0$, but that gives a whole surface in $k$ space, not points. The protection argument also worries me: under a threefold rotation both $P$ states have the eigenvalue $-1$, so they are not distinguished at all. And is the gap simply the size of whatever symmetry-breaking term I add?

## Answer

Here $k^2$ must mean the in-plane $k_x^2+k_y^2$. If it included $k_z^2$, you would have to replace $M_1$ by $M_1+M_2$ below. I take $A\neq0$ and $M_0,M_1,M_2$ all of one sign, which is the inverted band order, and $\varepsilon_0=C_1k_z^2+C_2k^2$.

### Where the bands touch

Let $\sigma$ act on the sign of $j_z$ and $\tau$ on the pair $(S,P)$. Reading off the matrix entries,

$$
H-\varepsilon_0=M\tau_z+Ak_x\,\sigma_z\tau_x-Ak_y\,\tau_y+\mathrm{Re}B\,\sigma_x\tau_x+\mathrm{Im}B\,\sigma_y\tau_x .
$$

The minus sign before $\tau_y$ is right because its upper right entry is $-i$, which gives $+iAk_y$.

These five matrices square to one and anticommute in pairs: the three containing $\tau_x$ differ in their $\sigma$ factor, and every other pair differs in its $\tau$ factor, with $\sigma$ factors that commute. All cross terms therefore cancel in the square:

$$
(H-\varepsilon_0)^2=M^2+A^2k^2+|B|^2 .
$$

Since $H-\varepsilon_0$ has zero trace, each sign of the root occurs twice:

$$
E_\pm=\varepsilon_0\pm\sqrt{M^2+A^2k^2+|B|^2}.
$$

A touching needs every square to vanish. The term $A^2k^2$ forces $k=0$, which reduces your surface $M=0$ to two points. With the unbroken axis I take $B=B_3k_zk_+^2$ (its symmetry is checked below), so $B$ vanishes there too, and

$$
\boxed{\,k_x=k_y=0,\qquad k_z=\pm k_D,\qquad k_D=\sqrt{M_0/M_1}\,}
$$

If $M_0M_1<0$ there is no solution on the axis and hence no node.

Near a node put $k_z=k_D+q$. Then $M\approx-2M_1k_Dq$, so half the splitting grows as $2\sqrt{M_0M_1}\,|q|$ along the axis and as $|A|k$ in the plane. Near the node $B$ is of second order in $k$ and enters the root squared, so $B_3$ changes the in-plane splitting only at third order.

For numbers I use round model parameters, not those of a material: $M_0=-0.2$ eV, $M_1=-5$ and $M_2=-8$ eV Å$^2$, $A=2.5$ eV Å, $B_3=10$ eV Å$^3$. Then $k_D=\sqrt{0.2/5}=0.2$ Å$^{-1}$, with slopes $2.0$ eV Å along the axis and $2.5$ eV Å in the plane. Divided by $\hbar$, these are $3.0\times10^5$ and $3.8\times10^5$ m/s. The term $\varepsilon_0$ adds a common slope $2C_1k_D$ along the axis, which tilts the cone, and none in the plane.

### What the rotation eigenvalues do

A rotation by $\theta=2\pi/n$ acts as $U=\mathrm{diag}(e^{-i\theta j_z})$, and symmetry requires $H(R\mathbf k)=UH(\mathbf k)U^\dagger$. In components,

$$
H_{ab}(R\mathbf k)=e^{-i\theta(j_a-j_b)}H_{ab}(\mathbf k).
$$

Between $S,+\tfrac12$ and $P,+\tfrac32$ the factor is $e^{i\theta}$, which is how $k_+$ transforms. Between $S,+\tfrac12$ and $P,-\tfrac32$ it is $e^{-2i\theta}$, which is how $k_-^2$ transforms. Inversion is represented by $\tau_z$, because $S$ is even and $P$ odd. It reverses $\tau_x$, so $B$ must be odd in $\mathbf k$. Hence $B^*=B_3k_zk_-^2$ is allowed, and I take $B_3$ real. For a sixfold axis this is the leading term. A fourfold axis also allows $k_zk_+^2$ in $B^*$, and a threefold axis allows $k_+$, because then $e^{-2i\theta}=e^{i\theta}$. The model leaves these terms out; they vanish on the axis as well, so they would not remove the nodes there.

On the axis $R\mathbf k=\mathbf k$, and the condition becomes

$$
\left(e^{-i\theta(j_a-j_b)}-1\right)H_{ab}(0,0,k_z)=0 .
$$

States with different rotation eigenvalues cannot mix. For $n=3$ the eigenvalues are $e^{\mp i\pi/3}$ for $S,\pm\tfrac12$ and $-1$ for both $P$ states. (Phases $-\pi$ and $+\pi$ are the same eigenvalue.) What matters for the crossing is that no $S$ state shares an eigenvalue with a $P$ state.

Your worry concerns mixing inside the $P$ pair, and a second symmetry handles that. Inversion times time reversal leaves $\mathbf k$ unchanged and acts as $\Theta=i\sigma_y\tau_zK$, with $K$ complex conjugation, so $\Theta^2=(i\sigma_y)^2=-1$. For an antiunitary operator $\langle\Theta a|\Theta b\rangle=\langle b|a\rangle$. Setting $a=\Theta v$ and $b=v$ gives

$$
-\langle v|\Theta v\rangle=\langle v|\Theta v\rangle=0 .
$$

So $v$ and $\Theta v$ are orthogonal and have the same energy. Each two-state block, $S$ or $P$, is therefore a multiple of the identity, and on the axis

$$
H(0,0,k_z)=a(k_z)+b(k_z)\,\tau_z .
$$

In the model $b=M_0-M_1k_z^2$ has the sign of $M_0$ at $k_z=0$ and the opposite sign at large $k_z$. A small symmetric perturbation changes $b$ a little but not these signs, so by continuity $b$ still has a zero. The node moves and survives. It can be removed without breaking the symmetry if the perturbation is strong enough to undo the band inversion.

The same check for other axes:

- For $n=4$ and $n=6$ all four eigenvalues differ, so the node is protected.
- For $n=2$, $S,+\tfrac12$ and $P,-\tfrac32$ share $-i$, while $S,-\tfrac12$ and $P,+\tfrac32$ share $+i$. The $B$ entries are then allowed on the axis, and the node is not protected.

As a test, a random constant perturbation was made symmetric under $\Theta$ and an $n$-fold axis. With $n=3$ it shifted the mass by 3.9 meV and moved the node from $0.2000$ to $\sqrt{(0.2-0.0039)/5}=0.1980$ Å$^{-1}$, with no gap. With $n=2$ it opened a gap of 31 meV.

### The gap when only a twofold axis is left

In-plane strain of a crystal with a 4- or 6-fold axis leaves a twofold axis, inversion and time reversal. On the axis $B$ is now allowed but still odd in $k_z$, so its leading term is $B=B_1k_z$. The strain also renormalizes the mass parameters and allows a term $A'k_-$ beside $Ak_+$. I leave these out; $A'k_-$ vanishes on the axis, but it lowers the in-plane coupling to $|A|-|A'|$ in the weakest direction, and the conditions on $A$ below would have to be read with that value. I take $B_1$ real; a complex phase would only shift the in-plane angle $\varphi$ used further below. Drop $B_3$ for the moment and write $u=k_z^2$, $w=k^2$. The square of half the direct gap is

$$
f(u,w)=m^2+A^2w+B_1^2u,\qquad m=M_0-M_1u-M_2w .
$$

This is the square of a linear function plus linear terms, hence convex. A point satisfying the first-order conditions on $u,w\ge0$ is therefore a global minimum. The derivatives are

$$
\partial_uf=B_1^2-2M_1m,\qquad \partial_wf=A^2-2M_2m .
$$

On the axis, $w=0$ and $\partial_uf=0$ give $m=B_1^2/(2M_1)$, so

$$
u_*=\frac{M_0-m}{M_1}=\frac{M_0}{M_1}-\frac{B_1^2}{2M_1^2},
$$

$$
f_*=\frac{B_1^4}{4M_1^2}+B_1^2\left(\frac{M_0}{M_1}-\frac{B_1^2}{2M_1^2}\right)=B_1^2\left(\frac{M_0}{M_1}-\frac{B_1^2}{4M_1^2}\right).
$$

The smallest direct gap is $\Delta=2\sqrt{f_*}$:

$$
\boxed{\,\Delta=2|B_1|\sqrt{\frac{M_0}{M_1}-\frac{B_1^2}{4M_1^2}}\ \approx\ 2|B_1|k_D\,}
$$

The approximation holds for small $B_1$. Two conditions come with the full formula: $u_*>0$ requires $B_1^2<2M_0M_1$, and $\partial_wf\ge0$ requires $A^2\ge B_1^2M_2/M_1$.

For $B_1=0.1$ eV Å, $\Delta=0.2\sqrt{0.04-0.0001}$ eV $=39.95$ meV, against 40 meV from the leading term. A search over all three components of $\mathbf k$ gives:

| $B_1$ (eV Å) | gap (meV) | $2\lvert B_1\rvert k_D$ (meV) |
|---|---|---|
| 0.1 | 39.95 | 40 |
| 0.5 | 193.65 | 200 |
| 1.0 | 346.41 | 400 |
| 2.0 | 400.00 | 800 |

The last row lies beyond the threshold $\sqrt{2M_0M_1}=1.41$ eV Å. There the minimum sits at $u=w=0$, where $m=M_0$ and the gap is $2|M_0|$. This needs $B_1^2\ge2M_0M_1$ and $A^2\ge2M_0M_2$; here $6.25\ge3.2$.

If $A$ is too small, the minimum leaves the axis. For $A=0.5$, $B_1=1$ eV Å we have $A^2=0.25<1.6=B_1^2M_2/M_1$. Exchanging the roles of $(u,B_1,M_1)$ and $(w,A,M_2)$ gives a minimum at $k_z=0$ with gap

$$
2|A|\sqrt{\frac{M_0}{M_2}-\frac{A^2}{4M_2^2}}=155\ \text{meV},
$$

well below the 346 meV of the axis formula.

### Restoring $B_3$ and $\varepsilon_0$

With both couplings and in-plane angle $\varphi$,

$$
|B|^2=u\left(B_1^2+2B_1B_3w\cos2\varphi+B_3^2w^2\right).
$$

At $w=0$ this changes nothing, but it adds $2B_1B_3u_*\cos2\varphi$ to $\partial_wf$. In the worst direction the cosine term is negative, so the axis minimum is locally stable if

$$
A^2>B_1^2\frac{M_2}{M_1}+2|B_1B_3|u_* .
$$

For $B_1=0.1$ eV Å and $B_3=10$ eV Å$^3$ the right side is 0.096 against $A^2=6.25$ eV$^2$ Å$^2$, and the gap stays at 39.95 meV. For an artificially large $B_3=1000$ eV Å$^3$ it is 7.98, the minimum moves off the axis, and the gap drops to 39.0 meV.

The term $\varepsilon_0$ cancels from the direct gap but not from the indirect one. Completing the square on the axis gives $f=M_1^2x^2+\Delta^2/4$ with $x=u-u_*$, so

$$
E_\pm=C_1u_*+C_1x\pm s,\qquad s=\sqrt{M_1^2x^2+\Delta^2/4}.
$$

For $E_+$, stationarity gives $x=-C_1s/M_1^2$. Inserting this into $s^2$ gives $s=\Delta/(2r)$ with $r=\sqrt{1-C_1^2/M_1^2}$, and then $E_+=C_1u_*+sr^2=C_1u_*+r\Delta/2$. The same steps for the valence band give $C_1u_*-r\Delta/2$. Along the axis, therefore,

$$
\Delta_{\rm ind}=\Delta\sqrt{1-C_1^2/M_1^2},
$$

provided $|C_1|<|M_1|$ and both extrema have $u>0$. With $C_1=3$ and $C_2=-4$ eV Å$^2$ the factor is 0.8. The band edges lie at 135.4 and 103.4 meV, an indirect gap of 32.0 meV, and the three-dimensional search confirms that these are the overall extrema.

### Not every axis-breaking term gives a first-order gap

Now break the twofold axis as well, by replacing $Ak_x$ with $Ak_x+Dk_z$. This keeps inversion and time reversal. I set $B_1=0$ to see what $D$ does alone. That is a choice of parameters: a crystal symmetry that allows $D$ also allows a term linear in $k_z$ in $B$. With $B_1=0$,

$$
(E-\varepsilon_0)^2=M^2+(Ak_x+Dk_z)^2+A^2k_y^2+|B|^2 .
$$

At the old node the levels split by $2|D|k_D=120$ meV for $D=0.3$ eV Å, which looks like a gap. But for $B_3=0$ the squares still vanish together at

$$
k_y=0,\qquad k_x=-\frac{D}{A}k_z,\qquad k_z^2=\frac{M_0}{M_1+M_2D^2/A^2}.
$$

The node has only moved, to $k_x=-0.024$, $k_z=0.198$ Å$^{-1}$ and its partner at $-\mathbf k$. Off the axis the $B_3$ term no longer vanishes, and it opens a gap of about $2|B_3k_zk_x^2|$, which is second order in $D$. Here that is 2.2 meV.

So the answer to your last question is no. In this model a perturbation in the $A$ channel can be cancelled by shifting $\mathbf k$. The first-order gap comes from the $B$ channel: in this model $B$ has no term linear in the in-plane $\mathbf k$, so a small shift off the axis cannot cancel $B_1k_z$ to first order, and it adds the cost $A^2k^2$. How this carries over to a crystal depends on the axis. A shear of $xz$ type changes $j_z$ by $\pm1$, as $D$ does, while $B_1k_z$ changes it by $\pm2$. For a fourfold or sixfold axis $B_1$ therefore appears only at second order in such a shear, and the gap stays of second order; in-plane strain carries $\pm2$ and opens the gap at first order. For a threefold axis $\pm1$ and $\mp2$ are equivalent, so the shear allows $B_1$ at first order. The term $B'k_+$ in $B^*$ that this axis permits also stops $D$ from being cancelled by a shift and leaves a gap of about $2|DB'|k_D/\sqrt{A^2+|B'|^2}$.

## Values computed for the example and the checks

```
M0 = -0.2 eV, M1 = -5.0 eV A^2, M2 = -8.0 eV A^2
A = 2.5 eV A, B1 = 0.1 eV A, B3 = 10.0 eV A^3
C1 = 3.0 eV A^2, C2 = -4.0 eV A^2
Dirac points: kz = +-0.2000 1/A, kx = ky = 0
smallest gap with M0 reversed in sign: 0.4000 eV
slope along z: 2.000 eV A, speed 3.039e+05 m/s
slope in plane: 2.500 eV A, speed 3.798e+05 m/s
rotation phases / pi for S+1/2, P+3/2, S-1/2, P-3/2; allowed matrices
  1-fold axis: -1.000 -1.000 +1.000 +1.000; 6
  2-fold axis: -0.500 +0.500 +0.500 -0.500; 4
  3-fold axis: -0.333 -1.000 +0.333 +1.000; 2
  4-fold axis: -0.250 -0.750 +0.250 +0.750; 2
  6-fold axis: -0.167 -0.500 +0.167 +0.500; 2
random 3-fold term: mass shift 3.94 meV, kz 0.1980 1/A, gap 0.000 meV
random 2-fold term: mass shift 3.94 meV, kz 0.1980 1/A, gap 31.349 meV
threshold B1 = sqrt(2 M0 M1) = 1.4142 eV A
A^2 = 6.250, 2 M0 M2 = 3.200 eV^2 A^2
B1 (eV A), smallest direct gap, 2|B1|kD (meV), |kz| there (1/A)
  0.1  39.95  40.00  0.1995
  0.5  193.65  200.00  0.1871
  1.0  346.41  400.00  0.1414
  2.0  400.00  800.00  0.0000
A = 0.5 eV A, B1 = 1 eV A: gap 154.99 meV at kz = 0, in-plane k 0.1518 1/A
B3 = 10 eV A^3: A^2 must exceed 0.096 eV^2 A^2, gap 39.95 meV
B3 = 1000 eV A^3: A^2 must exceed 7.976 eV^2 A^2, gap 39.00 meV
conduction minimum 135.38 meV at |kz| 0.1918
valence maximum 103.42 meV at |kz| 0.2069
indirect gap 31.96 meV (kz in 1/A)
D = 0.3 eV A: node at kx -0.0237, kz 0.1977 1/A
  splitting left at the old node: 120.00 meV
  gap with B3: 2.225 meV, estimate 2.227 meV
```
